# Spin-3/2 acceptors in the spherical model: coupled s and d equations

## The situation and its simplest version

An acceptor atom in a semiconductor leaves a fixed negative charge that can hold a hole. Far from the atom the hole sees a Coulomb attraction weakened by the dielectric constant $\varepsilon$, so the problem looks like hydrogen with a changed mass. In cubic semiconductors such as gallium arsenide, however, the top of the valence band has two masses. The four degenerate band states behave as a spin $J=3/2$, and the kinetic energy depends on how this spin is oriented relative to the momentum. Which mass belongs in the hydrogen formula?

I count hole energy as positive into the band and use atomic units. If the hole had the single inverse mass $\gamma_1$, then

$$H_0=\frac{\gamma_1}{2}p^2-\frac{1}{\varepsilon r}.$$

Measure length in units of $a=\varepsilon\gamma_1$. The kinetic prefactor becomes $\gamma_1/(2a^2)=1/(2\varepsilon^2\gamma_1)\equiv R$, and the Coulomb prefactor becomes $1/(\varepsilon a)=2R$. In units of $R$,

$$H_0=p^2-\frac2r .$$

The ground state is $f_0=2e^{-r}$ with energy $-1$: a binding of one Rydberg $R$ set by $\gamma_1$ alone.

## Adding the band spin

The effective-mass Hamiltonian of a cubic crystal without inversion-breaking terms is

$$H=\frac{\gamma_1}{2}p^2-\gamma_2\sum_i p_i^2\left(J_i^2-\tfrac54\right)-\gamma_3\sum_{i<j}p_ip_j\{J_i,J_j\}-\frac1{\varepsilon r},$$

where $\{A,B\}=AB+BA$. The spin-dependent part contracts the five quadrupole components of $p_ip_j$ with those of $J_iJ_j$. Two components are diagonal and carry $\gamma_2$; three are off-diagonal and carry $\gamma_3$. Averaging over rotations keeps the trace over these five components, so the isotropic part has the coefficient

$$\gamma=\frac{2\gamma_2+3\gamma_3}{5}.$$

The spherical model keeps this part. With $\mu=2\gamma/\gamma_1$ and the units above,

$$H=p^2-\mu\left[(\mathbf p\cdot\mathbf J)^2-\tfrac54p^2\right]-\frac2r .$$

For a unit vector $\mathbf n$ define $Q(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54$. The eigenvalues of $\mathbf n\cdot\mathbf J$ are $\pm\tfrac32$ and $\pm\tfrac12$, so those of $Q$ are $\tfrac94-\tfrac54=1$ and $\tfrac14-\tfrac54=-1$. Hence

$$Q(\mathbf n)^2=1 .$$

Without the Coulomb term, a plane wave has energy $(1-\mu)k^2$ (heavy hole) or $(1+\mu)k^2$ (light hole). I take $0<\mu<1$. For $\mu>1$ the heavy band has the wrong sign of mass, $H$ has no lower bound, and there is no ground state.

## How the coupling acts on an s function

Since $\mathbf p=-i\nabla$, the bracket in $H$ equals $-D$ with

$$D=J_iJ_j\partial_i\partial_j-\tfrac54\nabla^2,\qquad H=-\nabla^2+\mu D-\frac2r ,$$

with repeated indices summed. Let $D$ act on $f(r)\chi$, where $\chi$ is a constant four-component spinor. The second derivatives are

$$\partial_i\partial_jf=\hat r_i\hat r_j\left(f''-\frac{f'}r\right)+\delta_{ij}\frac{f'}r .$$

Using $J_iJ_i=\tfrac{15}4$, $(\hat{\mathbf r}\cdot\mathbf J)^2=Q+\tfrac54$ and $\nabla^2f=f''+2f'/r$,

$$D(f\chi)=\left[\left(Q+\tfrac54\right)\left(f''-\frac{f'}r\right)+\frac{15}4\frac{f'}r-\frac54f''-\frac52\frac{f'}r\right]\chi .$$

Outside the $Q$ term, $f''$ cancels and $f'/r$ has the coefficient $-\tfrac54+\tfrac{15}4-\tfrac{10}4=0$. What remains is

$$D(f\chi)=\left(f''-\frac{f'}r\right)Q(\hat{\mathbf r})\chi .$$

The function $Q(\hat{\mathbf r})\chi$ is a pure d function: it is quadratic in $\hat{\mathbf r}$, and its angular average vanishes because $(\hat{\mathbf r}\cdot\mathbf J)^2$ averages to $J_iJ_i/3=\tfrac54$. The band coupling therefore turns an s state into a d state.

## The way back from d to s

Now I need $D(gQ\chi)$. Choose $h(r)$ with $h''-h'/r=g$. This can be done by integration, since the left side is $r(h'/r)'$. By the previous result $gQ\chi=D(h\chi)$, so

$$D(gQ\chi)=D^2(h\chi).$$

On a plane wave $D$ gives $-k^2Q(\hat{\mathbf k})$. Its square is $k^4$, so $D^2=\nabla^2\nabla^2$, and

$$D(gQ\chi)=\left(\frac d{dr}+\frac2r\right)\frac d{dr}\left(\frac d{dr}+\frac2r\right)h'\,\chi .$$

For any $u(r)$,

$$\frac d{dr}\left(\frac d{dr}+\frac2r\right)u=u''+\frac{2u'}r-\frac{2u}{r^2}=\left(\frac d{dr}+\frac3r\right)\left(\frac d{dr}-\frac1r\right)u ,$$

because the right-hand product gives $u''-u'/r+u/r^2+3u'/r-3u/r^2$. With $u=h'$ the last factor produces $g$, and

$$D(gQ\chi)=\left(\frac d{dr}+\frac2r\right)\left(\frac d{dr}+\frac3r\right)g\,\chi=\left(g''+\frac{5g'}r+\frac{3g}{r^2}\right)\chi .$$

The integration constants in $h$ do not matter: they add a constant and a multiple of $r^2$, and $\nabla^2\nabla^2$ removes both.

The pair closes, so I write

$$\psi=\frac1{\sqrt{4\pi}}\left[f(r)+g(r)Q(\hat{\mathbf r})\right]\chi .$$

$Q$ is unchanged when space and spin rotate together, so $\psi$ carries the total angular momentum of $\chi$, $F=3/2$, and the level is fourfold. On a d function $\nabla^2$ gives $g''+2g'/r-6g/r^2$. Matching the coefficients of $\chi$ and $Q\chi$ in $H\psi=E\psi$ gives

$$-f''-\frac{2f'}r-\frac{2f}r+\mu\left(g''+\frac{5g'}r+\frac{3g}{r^2}\right)=Ef,$$

$$-g''-\frac{2g'}r+\frac{6g}{r^2}-\frac{2g}r+\mu\left(f''-\frac{f'}r\right)=Eg .$$

Because $Q^2=1$ and $Q$ averages to zero, the norm is $\int_0^\infty(f^2+g^2)r^2dr=1$.

**Limit: no Coulomb term.** Try $f=j_0(kr)$ and $g=c\,j_2(kr)$ with spherical Bessel functions. Their ladder relations give $f''-f'/r=k^2j_2$ and $j_2''+5j_2'/r+3j_2/r^2=k^2j_0$. The two equations become $k^2(1+\mu c)=E$ and $k^2(c+\mu)=cE$, so $c^2=1$ and $E=(1\pm\mu)k^2$. Both bands are recovered. The heavy one has $c=-1$: it needs s and d parts of equal size.

## Why the binding exceeds one Rydberg

Take $f=2e^{-r}$, $g=0$ as a trial state. The coupling turns s into d, which is orthogonal to s, so it contributes nothing to the expectation value, which stays at $-1$. Thus $E\le-1$. Equality would require the trial state to be an eigenstate, but the second equation with $g=0$ demands $f''-f'/r=0$, whereas

$$f_0''-\frac{f_0'}r=2e^{-r}\left(1+\frac1r\right)\neq0 .$$

So $E<-1$, and the binding $B=-E$ (in units of $R$) is larger than 1.

For the other side, $Q\le1$ implies $H\ge(1-\mu)p^2-2/r$. The right side is hydrogen with the heavy mass, with ground energy $-1/(1-\mu)$. Its ground state is a pure s function, in which $p^2Q$ averages to zero instead of $p^2$, so equality is again impossible:

$$1<B<\frac1{1-\mu}.$$

**Is this the ground state of the whole Hamiltonian?** An s orbital combined with $J=3/2$ gives $F=3/2$ and even parity, so every other sector contains only $L\ge1$. The same lower bound, restricted to $L\ge1$, puts those levels at or above $-1/[4(1-\mu)]$. This is higher than $-1$ when $\mu<3/4$, which proves the ordering there. Sectors with $L\ge2$ lie at or above $-1/[9(1-\mu)]$ and are excluded up to $\mu=8/9$. For the p-like sectors above $\mu=3/4$ I have numerical evidence at two values. At $\mu=0.80$ the s–d level is at $-2.58$ and the lowest p-like level at $-1.14$; at $\mu=0.88$ they are at $-4.04$ and $-1.89$.

## Weak coupling in closed form

Replacing $g$ by $-g$ in the radial equations is the same as reversing $\mu$, so $E$ is even in $\mu$. To lowest order put $g=\mu g_1$ and $E=-1+E_2\mu^2$, with $f=f_0$ up to terms of order $\mu^2$. The second equation gives

$$\left(-\nabla_d^2-\frac2r+1\right)g_1=-W,\qquad W=2e^{-r}\left(1+\frac1r\right),$$

where $\nabla_d^2$ is the radial Laplacian for $L=2$. Projecting the first equation on $f_0$ and integrating by parts twice moves the derivatives from $g_1$ to $f_0$:

$$E_2=\int f_0\left(g_1''+\frac{5g_1'}r+\frac{3g_1}{r^2}\right)r^2dr=\int Wg_1r^2dr .$$

The boundary terms vanish because $g_1$ goes to zero at the origin and at infinity.

To solve for $g_1$ I use d functions that all decay as $e^{-r}$:

$$S_n=N_nr^2e^{-r}L^{(5)}_{n-3}(2r),\qquad n\ge3 .$$

These are hydrogen d functions for nuclear charge $n$ and principal number $n$, which have energy $-1$. Therefore $(-\nabla_d^2+1)S_n=(2n/r)S_n$, and

$$\left(-\nabla_d^2-\frac2r+1\right)S_n=\frac{2(n-1)}rS_n .$$

They are orthogonal with weight $r$, and $\int S_n^2\,r\,dr=1$ fixes $N_n^2=64\,(n-3)!/(n+2)!$. Write $g_1=\sum c_nS_n$ and $w_n=\int S_nWr^2dr$. Projection gives $2(n-1)c_n=-w_n$, and hence

$$E_2=-\sum_{n\ge3}\frac{w_n^2}{2(n-1)} .$$

For the overlap, set $x=2r$ and $m=n-3$. The standard integrals are $\int x^4e^{-x}L_m^{(5)}dx=24$ and $\int x^3e^{-x}L_m^{(5)}dx=6(m+1)$. Thus

$$w_n=2N_n\left[\frac{24}{32}+\frac{6(m+1)}{16}\right]=2N_n\,\frac{3(m+3)}8=\frac{3n}4N_n .$$

Squaring and inserting $N_n^2$,

$$-E_2=\sum_{n\ge3}\frac{18n}{(n+2)(n+1)(n-1)^2(n-2)} .$$

Partial fractions turn each term into

$$-\frac1{n+2}+\frac{3}{2(n+1)}+\frac3{n-2}-\frac{7}{2(n-1)}-\frac3{(n-1)^2}.$$

The coefficients of the first four add to zero, so their sum converges. The terms missing at the start of each harmonic series leave $\tfrac{25}{12}-\tfrac32\cdot\tfrac{11}6+\tfrac72=\tfrac{17}6$. The last term gives $-3(\pi^2/6-1)$. Therefore

$$B=1+\left(\frac{35}6-\frac{\pi^2}2\right)\mu^2+O(\mu^4),$$

with coefficient 0.8985. Diagonalizing $H$ at small $\mu$ also gives 0.8985. At $\mu=0.25$ the formula yields 1.056 against the computed 1.060; at $\mu=0.5$ it yields 1.225 against 1.299. The higher orders add to the binding in both cases.

## A case with strong coupling

Take the round values $\gamma_1=7$, $\gamma_2=2$, $\gamma_3=3$, $\varepsilon=12.5$. Then $\gamma=(4+9)/5=2.6$ and $\mu=5.2/7=0.743$, just inside the range where the ground-state proof holds. The units are

$$R=\frac{1\ \text{hartree}}{2(12.5)^2(7)}=0.01244\ \text{eV},\qquad a=12.5\times7\ \text{bohr}=46.3\ \text{Å}.$$

Solving the radial equations gives $B=2.097$. A separate calculation, with the kinetic energy evaluated in momentum space, agrees to these digits. The binding energy is

$$2.097\times0.01244\ \text{eV}=0.0261\ \text{eV}=26.1\ \text{meV}.$$

This is about twice the Rydberg set by $\gamma_1$ and about half the heavy-hole Rydberg, 0.0484 eV. The weak-coupling formula would give only $B=1.50$, so it is not usable here.

The energy parts show the mechanism:

- $\langle p^2\rangle$ contributes $+0.0866$ eV.
- The s–d coupling contributes $-0.0606$ eV.
- The Coulomb attraction contributes $-0.0522$ eV.

The coupling lowers the kinetic cost of confinement, and the hole contracts. Its mean radius is 36 Å, compared with 69 Å at $\mu=0$ with the other parameters held fixed. The total kinetic energy, coupling included, is quadratic under a change of length scale, and the Coulomb energy is linear. Stationarity then requires $E=-T$, and indeed $0.0866-0.0606=0.0260$ eV, equal to the binding within rounding.

The same numbers say which band the hole uses. The average of $Q(\hat{\mathbf k})$ weighted by $k^2$ is $0.0606/(0.743\times0.0866)=0.94$, so heavy-hole components carry $(1+0.94)/2=97\%$ of $\langle p^2\rangle$. The d weight is nevertheless only 0.25, not the 0.5 of a purely heavy state. The heavy-hole binding would need two things at once: a pure s function for the Coulomb attraction and a purely heavy state for the kinetic energy. A purely heavy state has equal s and d parts, so the two exclude each other, and the binding stays below that value.

## What the spherical model leaves out

**Cubic warping.** The discarded part of the Hamiltonian is a tensor of rank 4, which has no matrix elements between $F=3/2$ states, so its first-order shift is zero. The numbers agree: doubling a small $\gamma_3-\gamma_2$ at fixed $\gamma$ multiplies the shift by 3.98, close to the factor 4 of second order. For the example's full anisotropy the binding rises by 2.5 meV, or 9% of the spherical value.

**Split-off band.** With a gap of 0.34 eV to the third valence band, including that band raises the binding by 1.0 meV, or 4%.

**Core region.** Close to the atom the crystal does not screen fully. I model this by an extra attraction $(1-1/\varepsilon)e^{-r/\lambda}/r$ with an assumed range $\lambda=1$ Å. In first order it adds 4.9 meV, or 19%, but first order is not reliable here. Solving the radial equations with this attraction included adds about 25 meV, because the core pulls the hole inward and the mean radius falls to about 20 Å. At $\lambda=0.5$ Å the first-order and full shifts are 1.3 and 2.2 meV. The full shift thus grows much faster than the $\lambda^2$ of first order, and this simple model cannot predict its size. The range is also shorter than the lattice constant, where the effective-mass equation itself is doubtful. The true short-range potential depends on the acceptor species.

**Lattice response.** The acceptor's charge is fixed, so the ions have time to settle around it, and the hole sees it screened by the static value $\varepsilon=12.5$ even if the ions cannot follow the hole. What the model omits is the response of the ions to the hole itself. If they settled around the hole's average charge, with an electronic dielectric constant of 11, the binding would rise by about 2 meV, or 8%. This only indicates a scale. The picture requires ions that are slow compared with the hole, whereas the optical phonon quantum in gallium arsenide, about 36 meV, is larger than the binding. A free hole also lowers its energy by polarizing the lattice, and that gain must be subtracted in a proper treatment. Using $\varepsilon=11$ for the whole attraction would scale the binding by $(12.5/11)^2=1.29$, to 33.7 meV (the "slow lattice" line of the output). That describes ions which do not respond even to the acceptor, so it is not an estimate of this correction.

**Temperature and doping.** At 300 K, $kT=25.9$ meV, nearly equal to the binding. Let $N$ be the acceptor density, $p$ the free-hole density and $N_v$ the valence density of states. A neutral acceptor in its ground level has four states and an ionised one has one. Leaving out excited levels, one finds for a dilute hole gas with $p$ equal to the ionised density,

$$\frac{p^2}{N-p}=\frac{N_v}4e^{-BR/kT}.$$

With $N=10^{16}$ cm$^{-3}$ and $N_v=1.10\times10^{19}$ cm$^{-3}$, 99% of the acceptors are ionised in this count; counting as neutral also the excited levels bound by more than 2.7 meV, the screening shift found below, would lower the figure to about 93%. The free holes screen the attraction over $\lambda_s=425$ Å. Expanding $-e^{-r/\lambda_s}/(\varepsilon r)$ for $r\ll\lambda_s$ gives a constant upward shift $1/(\varepsilon\lambda_s)$, which reduces the binding by 2.7 meV, or 10%.

These shifts were found separately, and their sum is not a prediction.

## Beside a real material

The parameters are rough values in the regime of shallow acceptors in gallium arsenide, whose binding energies are roughly 0.03 eV. The model gives the right scale, but it assigns one energy to all acceptor species, while the core model shows that modest changes in the short-range potential can move the level by several meV or more. The assumption that heavily doped device layers break is isolation. At $10^{18}$ cm$^{-3}$ the mean spacing is about 100 Å, less than three mean radii. If the free-hole density rose a hundredfold from the example, the screening formula would give a shift ten times larger, about 27 meV. That is as large as the binding itself. The screening length would then be about 42 Å, close to the mean radius, so the expansion for $r\ll\lambda_s$ fails as well, and an isolated level is no longer a sound starting point. Silicon breaks a different assumption: its split-off gap is only about 0.04 eV, comparable with acceptor binding energies, and the third band must be included from the start.

The numerical output below lists the main values used here; for the core region it gives only the first-order shift at $\lambda=1$ Å, and it does not include the 2 meV lattice estimate or the count with excited levels.

## Computed values

```
gamma1, gamma2, gamma3 = 7.0, 2.0, 3.0; eps = 12.5
spherical gamma = 2.600; mu = 0.7429
heavy, light mass = 0.5556, 0.0820 electron masses
energy unit R = 0.01244 eV; length unit a = 46.30 angstrom
mu=0.0000: B/R radial eqs 1.00000, momentum 1.00000, d weight 0.0000
mu=0.2500: B/R radial eqs 1.05986, momentum 1.05986, d weight 0.0267
mu=0.5000: B/R radial eqs 1.29854, momentum 1.29853, d weight 0.1098
mu=0.7429: B/R radial eqs 2.09683, momentum 2.09680, d weight 0.2537
upper bound 1/(1-mu) on B/R = 3.8889
mu^2 coefficient: closed form 0.898531, series 0.898531
mu^2 coefficient from diagonalization = 0.89850
1 + coefficient*mu^2 at example mu = 1.4958
mu=0.7429: s-d level -2.0968 R, lowest p-like level -0.8922 R
mu=0.8000: s-d level -2.5802 R, lowest p-like level -1.1423 R
mu=0.8800: s-d level -4.0383 R, lowest p-like level -1.8929 R
binding energy = 0.02608 eV = 26.08 meV
heavy-hole Rydberg = 0.04838 eV
mean radius = 36.23 angstrom; for mu=0: 69.45 angstrom
diagonal kinetic energy = 0.08663 eV
s-d coupling energy = -0.06055 eV
Coulomb energy = -0.05217 eV
unreduced spherical diagonalization B/R = 2.09680
cubic warping: binding = 0.02853 eV, change 0.00245 eV
cubic warping: change from L<=6 to L<=8 = 0.000024 eV
warping shift ratio on doubling small gamma3-gamma2 = 3.978
split-off gap (rough input) = 0.34 eV
split-off band: binding = 0.02703 eV, change 0.00095 eV
core screening range (assumed) = 1.0 angstrom
incomplete core screening, first order = +0.00489 eV binding
slow lattice, eps = 11.0: binding = 0.03368 eV
temperature = 300 K; kT = 0.02585 eV
doping = 1.0e+16 cm^-3; valence density of states = 1.098e+19 cm^-3
ionised fraction = 0.9902
free-hole screening length = 424.7 angstrom
free-hole screening, first order = -0.00271 eV binding
```
